\section*{Fluctuating Gaussian-Charge Electrodes: Neutral Minimization, Inversion, Conjugate Gradients and Width}

\section{Definitions and conventions}

Lengths are in \AA, charges in $e$, potentials in V, and $k_e=e/(4\pi\varepsilon_0\,\text{\AA})=14.39965$ V\,\AA$/e$. The cell has area $\mathcal A$ and is periodic in $x,y$, open in $z$. Electrode atom $i=1,\dots,N$ sits at the fixed position $\mathbf R_i$ and carries the density
\begin{equation}
\rho_i(\mathbf r)=q_i\,\eta^3\pi^{-3/2}e^{-\eta^2|\mathbf r-\mathbf R_i|^2}.
\end{equation}
The electrolyte is a set of point charges $Q_j$ with $\sum_jQ_j=0$. The vector $e$ has all entries 1; $d_i=1$ on the left electrode and $0$ on the right; $\Delta\Psi=\Psi_L-\Psi_R$; $\beta=\eta/\sqrt2$. The model is classical electrostatics, with $\eta$ as its material parameter. The potential difference between the electrodes is prescribed, the $q_i$ are found by minimization at each ion configuration, and global neutrality is imposed; it is shown below to be forced by the periodic boundary conditions.

The unit Gaussian has Fourier transform $e^{-p^2/4\eta^2}$, so its potential has transform $4\pi e^{-p^2/4\eta^2}/p^2$. The angular integral gives $(2/\pi)\int_0^\infty e^{-p^2/4\eta^2}\sin(pr)/(pr)\,dp$; multiplied by $r$ and differentiated this is $(2\eta/\sqrt\pi)e^{-\eta^2r^2}$, so the potential is $\mathrm{erf}(\eta r)/r$. Two Gaussians contribute the product $e^{-p^2/2\eta^2}=e^{-p^2/4\beta^2}$, so they interact through $\mathrm{erf}(\beta r)/r$, which tends to $2\beta/\sqrt\pi=\sqrt{2/\pi}\,\eta$ at $r=0$. The $q$-dependent energy is
\begin{equation}
U=\tfrac12q^TAq-q^Tb,
\end{equation}
with $A_{ij}$ the periodic sum of $k_e\,\mathrm{erf}(\beta r)/r$, self term included, and $b_i=-k_e\sum_jQ_j\,\mathrm{erf}(\eta r_{ij})/r_{ij}$, also summed over images. The derivative $\partial U/\partial q_i=(Aq-b)_i$ is the potential averaged over Gaussian $i$. Subtracting the work $\Delta\Psi\,d^Tq$ done by the battery gives
\begin{equation}
\Omega(q)=\tfrac12q^TAq-q^Tf,\qquad f=b+\Delta\Psi\,d .
\end{equation}

\section{The slab kernel}

Poisson summation turns the image sum into $\mathcal A^{-1}\sum_{\mathbf G}v(G,z)\cos(\mathbf G\cdot\mathbf r_\parallel)$, with
\begin{equation}
v(G,z)=\int\frac{dp_z}{2\pi}\,\frac{4\pi\,e^{-(G^2+p_z^2)/4\beta^2}}{G^2+p_z^2}\,e^{ip_zz}.
\end{equation}
The factor $1/(G^2+p_z^2)$ transforms to $e^{-G|z|}/2G$ and $e^{-p_z^2/4\beta^2}$ to $(\beta/\sqrt\pi)e^{-\beta^2z^2}$, so $v$ is $4\pi e^{-G^2/4\beta^2}$ times their convolution. For $z'<z$ the exponent is $Gz'-\beta^2z'^2=-\beta^2(z'-G/2\beta^2)^2+G^2/4\beta^2$; the constant cancels the prefactor and the integral is $\tfrac12\mathrm{erfc}(G/2\beta-\beta z)$. The part $z'>z$ follows from $z\to-z$:
\begin{equation}
v(G,z)=\frac{\pi}{G}\Big[e^{Gz}\mathrm{erfc}\Big(\frac{G}{2\beta}+\beta z\Big)+e^{-Gz}\mathrm{erfc}\Big(\frac{G}{2\beta}-\beta z\Big)\Big].
\end{equation}
For $\beta z\gg1$ and $\beta z\gg G/2\beta$ this is $2\pi e^{-Gz}/G$. For small $G$, insert $e^{\pm Gz}\approx1\pm Gz$ and $\mathrm{erfc}(G/2\beta\pm\beta z)\approx\mathrm{erfc}(\pm\beta z)-Ge^{-\beta^2z^2}/\beta\sqrt\pi$, and use $\mathrm{erfc}(x)+\mathrm{erfc}(-x)=2$, $\mathrm{erfc}(x)-\mathrm{erfc}(-x)=-2\,\mathrm{erf}(x)$:
\begin{equation}
v\to\frac{2\pi}{G}+v_0(z),\qquad v_0(z)=-2\pi\Big[z\,\mathrm{erf}(\beta z)+\frac{e^{-\beta^2z^2}}{\beta\sqrt\pi}\Big].
\end{equation}
The divergent term is the same for every pair, a matrix $c\,ee^T$ with $c\to+\infty$. From here on $A$ denotes the matrix with this term dropped. In $b$ the same constant multiplies $\sum_jQ_j=0$.

\section{Two atoms by hand}

Let each electrode be one square layer of spacing $a$, the layers aligned a distance $L\gg a,1/\eta$ apart, with one atom of each per cell, $\mathcal A=a^2$, and no ions. Set $u=2\pi k_e/a^2$. The cross element has $v_0=-2\pi L$ and $G\neq0$ terms of order $e^{-2\pi L/a}$, which are dropped. The diagonal element uses $v(G,0)=(2\pi/G)\,\mathrm{erfc}(G/2\beta)$ and $v_0(0)=-2\pi\sqrt{2/\pi}/\eta$. Hence
\begin{equation}
A=-u\begin{pmatrix}2\delta_1&L\\L&2\delta_1\end{pmatrix},\qquad
\delta_1=\frac12\Big[\frac{\sqrt{2/\pi}}{\eta}-\sum_{\mathbf G\neq0}\frac{\mathrm{erfc}(G/\sqrt2\eta)}{G}\Big].
\label{eq:two}
\end{equation}
Take the round parameters $a=3$, $L=30$, $\eta=2$ \AA$^{-1}$. The sum gives $\delta_1=-0.2118$ \AA, and $u=2\pi(14.39965)/9=10.053$ V/($e$\,\AA), so $A_{11}=4.26$ and $A_{12}=-301.6$ V/$e$. The vector $(1,-1)$ has eigenvalue $\lambda_-=A_{11}-A_{12}=305.8$ and $(1,1)$ has $\lambda_+=A_{11}+A_{12}=-297.3$ V/$e$. Along $(1,1)$, $\Omega$ is unbounded below, and its stationary point has net charge $e^Tq=(\Psi_L+\Psi_R)/\lambda_+$, which depends on the zero of potential. Restoring the dropped term replaces $\lambda_+$ by $\lambda_++2c$, positive for $c>148.7$ V/$e$, and sends the net charge to zero as $c\to\infty$.

With $q=(Q,-Q)$ the function is $\Omega=\lambda_-Q^2-\Delta\Psi\,Q$, so
\begin{equation}
Q=\frac{\Delta\Psi}{2\lambda_-},\qquad C_0=\frac1{2u(L-2\delta_1)}=\frac{a^2}{4\pi k_e(L-2\delta_1)} .
\end{equation}
This equals the capacitance of parallel plates lying $\delta_1$ in front of the atomic planes. Numerically $C_0=1/611.7=1.635\times10^{-3}$ $e$/V per atom pair; dividing by 9 \AA$^2$ and using $1\,e/(\text{V\,\AA}^2)=1602$ $\mu$F/cm$^2$ gives $0.291$ $\mu$F/cm$^2$. As a matrix, $q=Sf$ with $S=(2\lambda_-)^{-1}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}$: the inverse of $A$ on the neutral direction and zero along $e$.

\section{The general constrained minimum}

\subsection{Positivity on neutral charges}
The $G=0$ kernel can be written $v_0(z)=\int(dp_z/2\pi)\,4\pi\,[e^{-p_z^2/4\beta^2}\cos p_zz-1]/p_z^2$: its second $z$-derivative, $-4\pi(\beta/\sqrt\pi)e^{-\beta^2z^2}$, and its value $-2\sqrt\pi/\beta$ at $z=0$ match the closed form, and both are even. The $-1$ multiplies $(e^Tq)^2$, so for neutral $q$
\begin{equation}
q^TAq=\frac{k_e}{\mathcal A}\sum_{\mathbf G}\int\frac{dp_z}{2\pi}\frac{4\pi e^{-p^2/2\eta^2}}{p^2}\Big|\sum_iq_ie^{i\mathbf p\cdot\mathbf R_i}\Big|^2,\quad\mathbf p=(\mathbf G,p_z).
\label{eq:pos}
\end{equation}
The integrand is finite at $\mathbf p=0$ because the structure factor is $O(p_z)$, and the structure factor of distinct sites vanishes identically only for $q=0$. So $A$ is positive definite on the neutral subspace $e^\perp$ and the constrained minimum is unique.

\subsection{Solution}
With a multiplier $\chi$ for $e^Tq=0$, stationarity of $\Omega+\chi e^Tq$ reads $Aq+\chi e=f$. Assume $A$ invertible and put $w=A^{-1}e$, $s=e^Tw$. Then $q=A^{-1}f-\chi w$, neutrality gives $w^Tf-\chi s=0$, and
\begin{equation}
q=Sf,\qquad S=A^{-1}-\frac{ww^T}{s},\qquad\chi=\frac{w^Tf}{s}.
\end{equation}
Here $s\neq0$: if $s=0$, $w$ would be a nonzero neutral vector with $w^TAw=s=0$, against \eqref{eq:pos}. The site potentials are $Aq-b=\Delta\Psi\,d-\chi e$: uniform on each electrode, differing by $\Delta\Psi$, with common offset $-\chi$. Since $Se=w-w=0$, a shift of all potentials leaves $q$ unchanged. Adding $c\,ee^T$ to $A$ leaves $\Omega$ unchanged on $e^\perp$, hence leaves $S$ unchanged. A charged electrolyte requires $e^Tq=-\sum_jQ_j$, which adds $-(\sum_jQ_j)\,w/s$ to $q$.

\subsection{Neutrality as a limit}
Multiplying out, $(A+c\,ee^T)\big[A^{-1}-\gamma ww^T\big]=1+ew^T[c-\gamma-c\gamma s]$, so $\gamma=c/(1+cs)$ (the Sherman--Morrison formula), and
\begin{equation}
(A+c\,ee^T)^{-1}-S=ww^T\Big[\frac1s-\frac{c}{1+cs}\Big]=\frac{ww^T}{s(1+cs)}.
\label{eq:limit}
\end{equation}
The unconstrained solution with the divergent term kept tends to the neutral one as $1/c$.

\subsection{Inertia}
Because $s\ne0$, any $x$ splits as $y+tw$ with $e^Ty=0$ and $t=e^Tx/s$. Using $y^TAw=y^Te=0$,
\begin{equation}
x^T(A+c\,ee^T)x=y^TAy+t^2(s+cs^2).
\end{equation}
At $c=0$, $A$ has one negative eigenvalue if $s<0$ and none if $s>0$. The shifted matrix is positive definite if and only if $c>-1/s$. A Cholesky factorization is therefore applied to the shifted matrix, and a singular $A$ is treated the same way. For two atoms $s=2/\lambda_+$, which reproduces $148.7$ V/$e$.

\subsection{Charge and force}
The left charge is $Q_L=d^Tq=C_0\Delta\Psi+d^TSb$ with $C_0=d^TSd\equiv\mathcal A/(4\pi k_eL_{\rm eff})$, $L_{\rm eff}=L-2\delta$. By the symmetry of $S$, $d^TSb=b^T(Sd)=-\sum_jQ_j\phi_{\rm cap}(\mathbf r_j)$, where $\phi_{\rm cap}$ is the potential of the empty capacitor per unit voltage. Its charges have the lattice period, so at height $H$ above a surface the lateral part is of order $e^{-2\pi H/a}$, and the remainder has slope $-4\pi k_eC_0/\mathcal A=-1/L_{\rm eff}$. For neutral ions with $H\gg a,1/\eta$,
\begin{equation}
d^TSb=\sum_jQ_jz_j/L_{\rm eff}.
\end{equation}
For an ion coordinate $X$, $d\Omega^*/dX=(Aq-f)^T\partial_Xq-q^Tg$ with $g=\partial b/\partial X$. The first term is $-\chi\,\partial_X(e^Tq)=0$, so the force of the electrodes on the ion is $F=q^Tg$.

\section{Dependence on the width}

Each term of \eqref{eq:pos} grows with $\eta$. By the min--max principle every eigenvalue on $e^\perp$ rises. Also $C_0=\max_{q\in e^\perp}(2d^Tq-q^TAq)$, since the maximizer is $Sd$; so $C_0$ falls.

\subsection{One layer}
For $\eta a\ll1$ the sum in \eqref{eq:two} is exponentially small and $\delta_1\to1/(\eta\sqrt{2\pi})$: the charge stays centred on the atomic plane, but the potential averaged over a smeared layer is lower than that at a sharp sheet of the same charge, so less voltage is needed, as if the gap were narrower. For narrow Gaussians the real-space form is better. A uniform disc of radius $R_c$ and density $1/a^2$ has axial potential $(2\pi/a^2)(R_c-|z|)$ for $R_c\gg|z|$, so dropping the divergent constant means subtracting $2\pi R_c/a^2$. With $\mathrm{erf}=1-\mathrm{erfc}$ and $-M/a=\lim\big[\sum_{0<R<R_c}1/R-2\pi R_c/a^2\big]$, the diagonal element is $A_{11}/k_e=\sqrt{2/\pi}\,\eta-M/a-\sum_{R\ne0}\mathrm{erfc}(\beta R)/R$, and $A_{11}=-2u\delta_1$ gives
\begin{equation}
\delta_1=\frac{a^2}{4\pi}\Big[\frac Ma-\sqrt{\frac2\pi}\,\eta+\sum_{\mathbf R\neq0}\frac{\mathrm{erfc}(\beta R)}{R}\Big].
\end{equation}
The constant $M$ does not depend on $\eta$, and equating the two rapidly convergent forms of $\delta_1$ at any $\eta$ fixes it at $M=3.900265$. At $\eta=2$, $A_{11}=22.9785-14.39965(3.900265)/3=4.258$ V/$e$, as above. For $\eta a\gg1$, $\delta_1$ falls linearly: the self term is a chemical hardness, acting as a capacitor in series. The shift $\delta_1$ vanishes at $\eta_0a\approx M\sqrt{\pi/2}=4.888$, or $\eta_0=1.629$ \AA$^{-1}$ for $a=3$ \AA. At $\eta=1,2,4$ \AA$^{-1}$, $\delta_1=0.3623,-0.2118,-1.3547$ \AA.

\subsection{Thick slab}
Let the left layers lie at $z_l=-L/2-(l-1)h$ with charge $q_l$ per atom and fractions $f_l=q_l/Q$. The potential of layer $l$ is $u\sum_m(\omega_{lm}-|z_l-z_m|)q_m$ over both electrodes, where $\omega_{ll}=-2\delta_1$ and $\omega_{l\neq m}$ is short-ranged. At a depth where the $q_l$ have decayed the $\omega$ terms vanish and all charge lies to the right, so the potential is $-uQ(\bar z_L-z)+uQ(\bar z_R-z)=uQ(\bar z_R-\bar z_L)$, with $\bar z$ the charge centroids. The right electrode has the opposite value, so $L_{\rm eff}=\bar z_R-\bar z_L$ and
\begin{equation}
\delta=-h\sum_l(l-1)f_l .
\end{equation}
Now neglect $\omega_{l\ne m}$, which for $\eta h\gg1$ is of order $e^{-2\pi h/a}$ (for wider Gaussians the overlap of neighbouring layers adds to it, of order $e^{-\beta^2R^2}$ with $R$ the shortest distance between atoms of adjacent layers: $R=h$ for aligned layers, $R=a$ for the fcc stacking below). The second difference of $|z_l-z_m|$ in $l$ is $2h\,\delta_{lm}$ and that of the constant electrode potential is zero, so $-2\delta_1(q_{l+1}-2q_l+q_{l-1})=2hq_l$. With $q_l\propto\mu^{l}$,
\begin{equation}
\mu+\mu^{-1}-2=-h/\delta_1 .
\end{equation}
For $\delta_1<0$ there is a root $0<\mu<1$, a discrete Thomas--Fermi screening with $f_l=(1-\mu)\mu^{l-1}$. Then $\delta=-h\mu/(1-\mu)$, and since the left side equals $(1-\mu)^2/\mu$, $\delta=\delta_1(1-\mu)$. The neglected $\omega_{l,l+1}q_l$ must be small beside $2|\delta_1|q_{l+1}$, so the geometric law needs $|\omega_{l,l+1}|\ll2|\delta_1|\mu$; it fails as $\eta$ falls towards $\eta_0$, where $\delta_1$ vanishes.

Take fcc(100) stacking, $h=a/\sqrt2=2.1213$ \AA, alternate layers shifted by $(a/2,a/2)$, ten layers per electrode, solved densely with one atom per layer. At $\eta=4$, $\mu+1/\mu=2+2.1213/1.3547=3.566$, so $\mu=0.3068$ and $\delta_1(1-\mu)=-0.939$ \AA; the full solution has $q_4/q_3=0.3026$ (1.4\% below $\mu$) and $\delta=-0.936$ \AA, with fractions $0.692,0.215,0.065$. At $\eta=2$ the fractions are $0.913,0.083,0.004$ and $\delta=-0.1926$ \AA; the condition above is no longer met, and $f_3/f_2=0.047$ lies well below $\mu=0.084$. At $\eta=1$, $\delta=+0.4521$ \AA; a centroid in front of the first plane needs layers of opposite sign behind it, and the fractions are $1.259,-0.314,0.066$. The centroids equal these $\delta$ to $10^{-4}$ \AA.

\section{Spectrum}

For two aligned layers in a supercell of side $L_x$, the vectors $e^{i\boldsymbol\kappa\cdot\mathbf R}(1,\pm1)$ diagonalize $A$ by translation and mirror symmetry:
\begin{equation}
\lambda_\pm(\boldsymbol\kappa)=\frac{k_e}{a^2}\sum_{\mathbf G}\big[v(|\boldsymbol\kappa+\mathbf G|,0)\pm v(|\boldsymbol\kappa+\mathbf G|,L)\big].
\end{equation}
At $\boldsymbol\kappa=0$ the neutral mode is the capacitor mode, $u(L-2\delta_1)$.

For wide Gaussians the shortest $|\boldsymbol\kappa+\mathbf G|$ dominates, and it is longest at the zone corner, where four vectors have length $\kappa_M=\sqrt2\pi/a$. Since $\kappa_M/\sqrt2\eta=\pi/\eta a$,
\begin{equation}
\lambda_{\min}\approx\frac{8\pi k_e}{a^2\kappa_M}\,\mathrm{erfc}\frac{\pi}{\eta a},
\end{equation}
and the condition number $\mathcal K=\lambda_{\max}/\lambda_{\min}$ on $e^\perp$ grows like $e^{\pi^2/\eta^2a^2}$ up to a power: overlapping Gaussians cancel a checkerboard pattern. Both statements need even $L_x/a$; an odd supercell misses the corner, and the exponent is smaller by the factor $(1-a/L_x)^2$. For narrow Gaussians the checkerboard costs the self term plus the alternating sum of $1/R$. That sum is twice the sum over the like-signed sublattice, of spacing $\sqrt2a$, minus the full sum; the discs cancel, leaving $-2M/\sqrt2a+M/a=-M_s/a$ with $M_s=(\sqrt2-1)M=1.615543$. Its eigenvalue is $k_e[\sqrt{2/\pi}\,\eta-M_s/a]$. Diagonalization for $6\times6$ layers at $L=10$ \AA\ gives $\lambda_{\min}=0.3686$ V/$e$ at $\eta=0.6$ and $15.224$ V/$e$ at $\eta=2$, equal to the two formulas at these digits; at $\eta=2$, that the corner is the minimum is a numerical finding.

At the top, the longest in-plane wave $\kappa_1=2\pi/L_x$ competes with the capacitor mode. To leading order in $\kappa_1a$ and $\kappa_1/\eta$ its $\mathbf G=0$ term is $2\pi/\kappa_1+v_0(0)+2\pi e^{-\kappa_1L}/\kappa_1$ and the rest completes $-2\delta_1$:
\begin{equation}
\lambda_{\max}\approx u\Big[\max\Big(L,\frac{1+e^{-\kappa_1L}}{\kappa_1}\Big)-2\delta_1\Big].
\end{equation}
The ratio $(1+e^{-x})/x$ with $x=\kappa_1L$ decreases with $x$, exceeds 1 at $x=1$ and is below 1 at $x=2$, so the crossover lies between $L_x=\pi L$ and $2\pi L$. Below it $\mathcal K$ is bounded independently of $N$ (when the zone corner is the minimum, $\mathcal K$ is constant for even $L_x/a$ and smaller for odd $L_x/a$, where the supercell misses the corner); far above it $\mathcal K\propto L_x\propto\sqrt N$. For $L=6$ \AA, $\eta=2$, $L_x=12,24,48$ \AA, diagonalization gives $\lambda_{\max}=64.57,64.57,116.11$ V/$e$ (estimate for the last: $116.07$) and $\mathcal K=4.24,4.24,7.63$.

\section{Two algorithms}

\subsection{Inversion}
For rigid electrodes $S$ is built once: Cholesky factor, triangular inverse and product cost about $N^3/3$ operations each. Each step is then one product $Sf$, $2N^2$ operations, with $8N^2$ bytes of storage, $0.8$ GB at $N=10^4$.

\subsection{Projected conjugate gradients}
Let $P=1-ee^T/N$. From a neutral $x_0$ set $r_0=p_0=P(f-Ax_0)$ and iterate
\begin{align}
\alpha_n&=\frac{r_n^Tr_n}{p_n^TAp_n},& x_{n+1}&=x_n+\alpha_np_n,\\
r_{n+1}&=r_n-\alpha_nPAp_n,& p_{n+1}&=r_{n+1}+\frac{r_{n+1}^Tr_{n+1}}{r_n^Tr_n}\,p_n .
\end{align}
All vectors stay in $e^\perp$, where $\hat A=PAP$ is positive definite, so neither $c$ nor $\chi$ enters. The iterate $x_n$ minimizes $\Omega$ over $x_0+\mathcal V_n$, $\mathcal V_n=\mathrm{span}(r_0,\dots,\hat A^{n-1}r_0)$. By induction, $r_n\perp\mathcal V_n$ and the $p_j$ are $\hat A$-conjugate; the line minimum $\alpha_n$ extends the orthogonality to $\mathcal V_{n+1}$; $r_{n+1}$ is conjugate to $p_j$ for $j<n$ because $\hat Ap_j\in\mathcal V_{n+1}$; and the last coefficient makes $p_{n+1}$ conjugate to $p_n$, since $\hat Ap_n=(r_n-r_{n+1})/\alpha_n$.

For neutral $\varepsilon=x-q$, expanding gives $\Omega(x)-\Omega^*=\varepsilon^T(Aq-f)+\tfrac12\varepsilon^TA\varepsilon=\tfrac12\|\varepsilon\|_A^2$. As $r_0=-\hat A\varepsilon_0$, $\varepsilon_n=\pi_n(\hat A)\varepsilon_0$ with the best polynomial of degree $n$ obeying $\pi_n(0)=1$, so $\|\varepsilon_n\|_A\le\max_\lambda|\pi(\lambda)|\,\|\varepsilon_0\|_A$ for any such $\pi$. The Chebyshev polynomial mapped onto $[\lambda_{\min},\lambda_{\max}]$ has maximum $1/T_n(y)$, $y=(\mathcal K+1)/(\mathcal K-1)$, and $T_n(y)\ge\tfrac12(y+\sqrt{y^2-1})^n$ with $y+\sqrt{y^2-1}=(\sqrt{\mathcal K}+1)/(\sqrt{\mathcal K}-1)$:
\begin{equation}
\|\varepsilon_n\|_A\le2\Big(\frac{\sqrt{\mathcal K}-1}{\sqrt{\mathcal K}+1}\Big)^n\|\varepsilon_0\|_A .
\label{eq:cg}
\end{equation}
The factor $1-\lambda/\lambda_{\max}$ vanishes at $\lambda_{\max}$ and lies in $[0,1]$ on the spectrum, so one extra iteration replaces $\lambda_{\max}$ by the second eigenvalue. A polynomial with a root at each distinct eigenvalue ends the iteration in exact arithmetic. A warm start lowers $\|\varepsilon_0\|_A$, which enters the bound on $n$ through a logarithm. Far above the crossover the bound on $n$ scales as $N^{1/4}$. With a random right-hand side and relative residual $10^{-8}$, the three cells above need 8, 12 and 17 iterations.

The force error is $\delta F=\varepsilon^Tg=\varepsilon^TA\,Sg$, because $ASg=g-(w^Tg/s)e$. The Cauchy--Schwarz inequality in the $A$ product, with $g^TSASg=g^TSg$, gives
\begin{equation}
\delta F^2\le2(\Omega-\Omega^*)\,g^TSg .
\end{equation}
The energy errs at second order in $\varepsilon$, the force at first order.

\subsection{Break-even}
With dense products and $n_{\rm it}$ iterations per step, one product each (a warm start obtains $r_0$ without a product, by adding $P$ times the change of $f$ to the last residual), $N^3+2N^2m=2N^2n_{\rm it}m$ gives $m=N/[2(n_{\rm it}-1)]$ steps, beyond which inversion is cheaper by operation count. The comparison fails when electrode atoms move, since $S$ must be rebuilt, when $S$ exceeds memory, or when a mesh method evaluates $Ap$ in fewer than $2N^2$ operations.

\section{Worked example}

Each electrode has $6\times6\times3$ atoms in the stacking above: $N=216$, $\mathcal A=18^2=324$ \AA$^2$, $L=30$ \AA, $\eta=2$ \AA$^{-1}$, $\Delta\Psi=1$ V, inner planes at $z=\mp15$ \AA. A charge $+e$ sits at $(4,5,-7)$ and $-e$ at $(11,8,5)$ \AA, so $\sum Qz=-12$ $e$\,\AA. The sums in $A$ and $b$ are done by Ewald splitting, the algebra densely.

The matrix $A$ has the eigenvalue $-1088.1$ V/$e$, $s=-0.18798$ $e$/V and Cholesky threshold $c=5.32$ V/$e$. The unconstrained stationary point has net charge $-0.09399\,e=s/2$ for potentials $(1,0)$ V and zero for $\pm0.5$ V: $w$ is mirror symmetric, so $w^Td=s/2$, and its potential is flat in the gap, so $w^Tb\approx0$. Thus $\chi=0.5$ V and the site potentials are $\pm0.5$ V. The largest element of \eqref{eq:limit} is $1.610\times10^{-8}$ and $1.609\times10^{-9}$ $e$/V at $c=10^4$ and $10^5$ V/$e$.

The capacitance is $C_0=0.05893$ $e$/V, or $0.2914$ $\mu$F/cm$^2$, so $L_{\rm eff}=\mathcal A/(4\pi k_eC_0)=30.385$ \AA\ and $\delta=-0.1926$ \AA, the ten-layer value. The induced charge is $-12/30.385=-0.39493\,e$, so $Q_L=0.05893-0.39493=-0.33600\,e$, divided as $-0.3068,-0.0279,-0.0013$ over the layers. The electrode force on the cation is $F_z=-0.1917$ eV/\AA. The mean charge supplies $4\pi k_eQ_L/\mathcal A=-0.1877$. The lateral modes are estimated as an image lattice at distance $D=2(8+0.19)=16.39$ \AA, with force $-(2\pi k_e/\mathcal A)\sum_{\mathbf G\ne0}e^{-GD}$ and $G_1=2\pi/18$ \AA$^{-1}$: $-0.279\,(4e^{-5.72}+4e^{-8.09})=-0.0040$, which accounts for the remainder.

On $e^\perp$, $\lambda_{\min}=15.173$, $\lambda_{\max}=982.85$ V/$e$ and $\mathcal K=64.8$. The top mode is capacitive: for $+1$ on the left and $-1$ on the right, the nine cross pairs give $9L+18h$, the own pairs $-8h$, and the Rayleigh quotient without $\omega_{l\neq m}$ is $u(3L+10h/3-2\delta_1)=980$, 0.3\% below $\lambda_{\max}$. Bound \eqref{eq:cg} allows 59 iterations for a factor $10^{-6}$ in $\|\varepsilon\|_A$. The second eigenvalue is $56.01$, so the reduced ratio is $3.69$, the rate $0.315$, and the bound $1+\lceil\ln(2\times10^6)/\ln(1/0.315)\rceil=14$. A relative residual of $10^{-6}$, a related but different measure, is reached in 9. From iterate 3 to 6 the energy error falls from $4.5\times10^{-4}$ to $1.4\times10^{-8}$ eV and the force error from $4.4\times10^{-4}$ to $6.3\times10^{-7}$ eV/\AA, under bounds of $4.2\times10^{-3}$ and $2.4\times10^{-5}$. After the cation moves by $0.01$ \AA\ along $z$ a warm start needs 5 iterations against 9, and inversion breaks even after $216/8=27$ steps.

\begin{center}
\begin{tabular}{cccccc}
$\eta$ (\AA$^{-1}$)&$\delta$ (\AA)&$C_0/\mathcal A$ ($\mu$F/cm$^2$)&$\lambda_{\min}$ (V/$e$)&$\mathcal K$&$n_{\rm it}$\\
0.7&0.863&0.313&0.89&1086&17\\
1&0.452&0.304&3.74&260&12\\
2&$-0.193$&0.291&15.17&65&9\\
4&$-0.939$&0.278&38.15&26&7
\end{tabular}
\end{center}
Across the scan $\delta$ moves by $1.8$ \AA\ and $C_0$ by 12\% of its value at $\eta=2$. While $\mathcal K$ changes fortyfold, the iteration count changes from 7 to 17, less than the factor $\sqrt{1086/26}\approx6$ that \eqref{eq:cg} would allow at large $\mathcal K$. The bound limits each count from above and does not fix their ratio.

All numerical values are calculated from the stated model.
